\section*{Electromigration Flux Divergence from a Temperature Gradient in a Metal Line, part 1}

(Sections cited here and not found follow in the second part.)

\section{The atomic flux and its divergence}

\textbf{Q.} A metal line carries the same current density everywhere and holds the same number of atoms per unit volume everywhere. I am told that it can still lose atoms in one place and collect them in another. If the current drags the atoms along, and the current is uniform, why should the atoms not simply move uniformly?

\textbf{A.} Because the current exerts a force on an atom; it does not prescribe the atom's speed. An atom in a crystal moves by thermally activated jumps, and the same force produces more net motion where jumps are frequent. Let us first find the speed.

Take one direction, with jump distance $a$, attempt rate $\nu$ and barrier $E$. A force $F$ does work $Fa/2$ on the atom between its resting site and the top of the barrier. It therefore lowers the barrier ahead by $Fa/2$ and raises the barrier behind by the same amount:
\begin{equation}
\Gamma_\pm=\nu\exp\!\left(-\frac{E\mp Fa/2}{kT}\right).
\end{equation}
Here $k$ is Boltzmann's constant. The mean velocity is the jump distance times the difference of the rates,
\begin{equation}
v=a(\Gamma_+-\Gamma_-)=2a\nu e^{-E/kT}\sinh u,\qquad u=\frac{Fa}{2kT}.
\end{equation}
Without a force, independent jumps increase the mean square displacement at the rate $a^2(\Gamma_++\Gamma_-)=2a^2\nu e^{-E/kT}$. In one dimension this rate is $2D$, which defines the diffusivity:
\begin{equation}
D=D_0e^{-E/kT},\qquad D_0=a^2\nu .
\end{equation}
Eliminating $\nu$ gives
\begin{equation}
v=\frac{2D}{a}\sinh u=\frac{DF}{kT}\,\frac{\sinh u}{u}\simeq\frac{DF}{kT}\qquad(u\ll1).
\label{eq:drift}
\end{equation}

\textbf{Q.} Is the force from a current really so weak that the hyperbolic sine can be dropped?

\textbf{A.} Yes, for ordinary line currents. With a resistivity of $4\ \mu\Omega\,$cm and a current density of $2\ \mathrm{MA/cm^2}$ the electric field is $(4\times10^{-8})(2\times10^{10})=800$ V/m. For an effective charge of one electron charge, and a jump of about 0.25 nm, $Fa/2$ is about $10^{-7}$ eV. At 573 K, $kT$ is 0.049 eV, so $u$ is about $2\times10^{-6}$.

The drift law was also tested at a much larger bias. A master equation for biased jumps among 81 sites, started at the centre with $u=0.01$, gave a ratio of mean velocity to diffusivity equal to $2u/a$ within one part in $10^4$.

\textbf{Q.} You have slipped in an ``effective charge''. Which way does it push?

\textbf{A.} Write the force as
\begin{equation}
\mathbf F=Z^*e\rho\,\mathbf j ,
\label{eq:force}
\end{equation}
where $e>0$ is the elementary charge, $\rho$ the resistivity and $\mathbf j$ the conventional current density. The product $\rho\mathbf j$ is the ohmic field. The signed number $Z^*$ collects the direct pull of the field on the ion and the push by scattered electrons, the electron wind. If the wind wins, $Z^*<0$ and the force is opposite to $\mathbf j$, which is along the electron flow.

With $C$ atoms per unit volume, the atomic flux is $\mathbf J=C\mathbf v$, or
\begin{equation}
\mathbf J=\frac{C D_0e^{-E/kT}Z^*e\rho(T)}{kT}\,\mathbf j .
\label{eq:flux}
\end{equation}
This is the electromigration part of the flux. Flow driven directly by a temperature gradient or by stress is a separate matter, and it has to be sized before the result is used.

\textbf{Q.} Then temperature enters three times: in the exponential, in $\rho$ and in the denominator. How do they combine?

\textbf{A.} Take the logarithm, so that the product becomes a sum:
\begin{equation}
\ln|J|=-\frac{E}{kT}+\ln\rho(T)-\ln T+\ln\frac{CD_0|Z^*|e|j|}{k}.
\end{equation}
Hold $C$ and $j$ fixed, and assume for now that $D_0$, $E$ and $Z^*$ do not depend on temperature. The last term is then constant. The derivative of $-E/(kT)$ is $+E/(kT^2)$, and therefore
\begin{equation}
\beta(T)\equiv\left(\frac{\partial\ln|J|}{\partial T}\right)_{C,j}
=\frac{E}{kT^2}-\frac1T+\frac1\rho\frac{d\rho}{dT}.
\label{eq:beta}
\end{equation}
The first term says that hotter atoms jump more often. The second comes from the thermal energy in the drift law: a given force biases the jumps less at higher $T$. The third says that at fixed current a more resistive metal has a larger field.

\textbf{Q.} That is a derivative with respect to temperature. A loss of atoms needs a divergence in space.

\textbf{A.} The two are linked by the chain rule. Write $\mathbf J=C M(T)\mathbf j$, with $M=DZ^*e\rho/(kT)$. Since $C$ is uniform,
\begin{align}
\nabla\cdot\mathbf J
&=C\,\nabla M\cdot\mathbf j+C M\,\nabla\cdot\mathbf j\nonumber\\
&=C\frac{dM}{dT}\,\mathbf j\cdot\nabla T+C M\,\nabla\cdot\mathbf j .
\end{align}
A steady current does not build up charge, so $\nabla\cdot\mathbf j=0$. From the definition of $\beta$, $dM/dT=\beta M$. Hence
\begin{equation}
\boxed{\;\nabla\cdot\mathbf J=\beta(T)\,\mathbf J\cdot\nabla T\;}
\label{eq:div}
\end{equation}
The quantity $\beta$ is thus not the divergence. It is the fractional change of flux per kelvin, and it must be multiplied by the flux and by the temperature gradient along the flux.

\textbf{Q.} So the claim that a temperature gradient alone makes the flux diverge is too broad. A gradient across the line would do nothing.

\textbf{A.} Correct. The gradient needs a component along the current, and $\beta$ must not vanish. There is a further restriction on a gradient across the line. In a steady state the electric field has no curl. A thermoelectric field $\alpha(T)\nabla T$, with $\alpha$ the Seebeck coefficient, does not alter this condition, because its own curl, $\alpha'(T)\nabla T\times\nabla T$, is zero. The ohmic part must therefore satisfy
\begin{equation}
0=\nabla\times(\rho\mathbf j)=\frac{d\rho}{dT}\nabla T\times\mathbf j+\rho\,\nabla\times\mathbf j .
\end{equation}
If $\mathbf j$ is strictly uniform, the last term vanishes, and $\nabla T$ must be parallel to $\mathbf j$ wherever $d\rho/dT\ne0$. With a transverse gradient the current redistributes itself toward the cooler, less resistive side.

\textbf{Q.} Does the boxed result then fail when the current is not uniform?

\textbf{A.} No. Its derivation used $\nabla\cdot\mathbf j=0$, not uniformity. In a line of constant cross-section with a temperature that varies along its length, the two go together.

\textbf{Q.} What tells me whether atoms are lost or gained?

\textbf{A.} Conservation of atoms:
\begin{equation}
\frac{\partial C}{\partial t}=-\nabla\cdot\mathbf J=-\beta\,\mathbf J\cdot\nabla T .
\label{eq:continuity}
\end{equation}
For $\beta>0$, atoms that drift toward hotter metal leave a region faster than they enter it, and the region is depleted. Atoms that drift toward colder metal accumulate. In a line that is hottest in the middle, with $Z^*<0$, depletion occurs in the half where the electrons enter, the cathode half. Accumulation occurs in the anode half.

\textbf{Q.} You assume $\beta>0$, yet there is a minus sign in it. Could it change sign?

\textbf{A.} Take constant resistivity first. Then
\begin{equation}
\beta=\frac1T\left(\frac{E}{kT}-1\right),
\end{equation}
which vanishes at $kT=E$. There the flux has its maximum as a function of temperature. For $E=0.9$ eV this is 10\,444 K, where no solid line exists. If $d\rho/dT\ge0$, the third term can only increase $\beta$, so $\beta$ is positive whenever $kT<E$.

There is a useful special case. If $\rho\propto T$, then $(1/\rho)d\rho/dT=1/T$, the last two terms cancel, and $\beta=E/(kT^2)$. A metal with a temperature-independent residual resistivity has $\rho=\rho_r+bT$, with $\rho_r,b>0$. Then
\begin{equation}
-\frac1T+\frac{b}{\rho_r+bT}=-\frac{\rho_r}{T(\rho_r+bT)},
\end{equation}
so the cancellation is incomplete and a small negative remainder is left.

\textbf{Q.} I am not content with a constant $Z^*$. If the force comes from electron scattering, and scattering also sets the resistivity, how can $Z^*$ ignore temperature?

\textbf{A.} In general it cannot. Consider a simple wind model. Electrons of density $n$, mass $m$ and speed $v_F$ strike an atom that has a momentum-transfer cross-section $s$. The collision rate is $nv_Fs$, and each collision transfers on average the drift momentum $m\mathbf v_d$. Since $\mathbf j=-ne\mathbf v_d$,
\begin{equation}
\mathbf F_{\rm wind}=nv_Fs\,m\mathbf v_d=-\frac{mv_Fs}{e}\,\mathbf j .
\end{equation}
Dividing by $e\rho\mathbf j$ gives a wind charge number $K/\rho$, with $K=-mv_Fs/e^2$. If $s$ does not depend on temperature, $K$ is constant. With a constant direct charge number $Z_d$,
\begin{equation}
Z^*=Z_d+\frac K\rho,\qquad Z^*\rho=Z_d\rho+K .
\end{equation}
The flux contains the product $Z^*\rho$, so the resistivity term in $\beta$ is replaced by
\begin{equation}
\frac{d\ln|Z^*\rho|}{dT}=\frac{Z_d}{Z_d\rho+K}\frac{d\rho}{dT}
=\frac{Z_d}{Z^*}\,\frac1\rho\frac{d\rho}{dT}.
\label{eq:wind}
\end{equation}
For a pure wind force $Z_d=0$ and the term disappears: the force depends on the current, whatever the field. If $Z_d>0$ while $Z^*<0$, the term is negative, because the growing field strengthens the pull that opposes the wind.

\textbf{Q.} How much does this uncertainty matter?

\textbf{A.} Take $E=0.9$ eV, $\rho=4\ \mu\Omega\,$cm at 573 K and a slope of $0.0065\ \mu\Omega\,$cm/K. At 600 K a constant charge gives $\beta=0.0289\ \mathrm{K^{-1}}$, and a pure wind gives $0.0273\ \mathrm{K^{-1}}$. A direct charge of $+1$, with a wind that makes $Z^*=-1$ at 573 K, gives $0.0256\ \mathrm{K^{-1}}$. Relative to the constant-charge value these are reductions of 5\% and 11\%. The activation term dominates all three. For this $E$ and temperature it fails when the direct and wind forces nearly cancel, because the factor $Z_d/Z^*$ then becomes large. With $Z_d=+1$, a net $Z^*=-0.3$ at 573 K gives $0.0210\ \mathrm{K^{-1}}$, again at 600 K, and $Z^*=-0.1$ makes $\beta$ slightly negative at 600 K, although it is still $+0.014\ \mathrm{K^{-1}}$ at 573 K. The earlier statement that $\beta>0$ whenever $kT<E$ is for constant $Z^*$.

\textbf{Q.} Which activation energy is meant? Atoms in a metal often need a vacancy next to them.

\textbf{A.} It is the energy that describes how the effective diffusivity changes with the local temperature. If atoms move by vacancies, and these stay in equilibrium with the local temperature, a hotter place has more vacancies as well as faster jumps. Then $E$ is the sum of the formation and migration energies. If the vacancy concentration were frozen at a uniform value, the migration energy alone would enter, and $\beta$ would be smaller.

\textbf{Q.} Between two places that differ by tens of kelvins, may I multiply $\beta$ by the temperature difference?

\textbf{A.} That is a first estimate. For constant $Z^*$ the integral can be done term by term:
\begin{align}
\ln\frac{J_2}{J_1}&=\int_{T_1}^{T_2}\beta\,dT\nonumber\\
&=\frac Ek\left(\frac1{T_1}-\frac1{T_2}\right)-\ln\frac{T_2}{T_1}+\ln\frac{\rho_2}{\rho_1}.
\end{align}
Exponentiating gives
\begin{equation}
\frac{J_2}{J_1}=\frac{T_1}{T_2}\,\frac{\rho_2}{\rho_1}
\exp\!\left[\frac Ek\left(\frac1{T_1}-\frac1{T_2}\right)\right].
\label{eq:ratio}
\end{equation}
The scale on which the flux changes appreciably is $1/\beta$. With the parameters just used, this is about 32 K at 573 K.

\textbf{Q.} One assumption destroys itself. You start with uniform $C$, and then you show that $C$ changes.

\textbf{A.} Yes. Uniform concentration is an initial condition, and the boxed divergence is the initial one. Afterwards the variation of $C$ contributes, and in a confined line so does the stress that it creates. How long the initial value remains useful depends on the line. That question needs numbers.

We have found that, with a steady current and an initially uniform concentration, the atomic flux diverges where the temperature varies along it, by $\beta\,\mathbf J\cdot\nabla T$. It remains to put numbers to this for a definite line, and to see how long the initial value stays useful and how it compares with flow driven by stress or directly by the temperature gradient.

Numbers in the example were calculated in double precision.
